**Scattering path operator: cluster inversion, zone integral and plane-wave definition**

The program examines τ = (t⁻¹ − g)⁻¹ and its lattice form, in which τ(R) is the Brillouin-zone average of exp(−ik·R)[t⁻¹ − g(k)]⁻¹. Here t is the single-site scattering matrix, g describes free propagation between different sites, and τ is defined by v_iδ_ij + v_iGv_j, with G the full Green function. It asserts that t agrees with its defining radial integral and that g agrees with a double surface quadrature of the free Green function. For a crystal with two different wells, it asserts that τ(k) agrees with the definition evaluated in plane waves; the relative difference, which includes the truncation error of the plane-wave reference, falls from 5.9×10⁻⁴ at lmax = 1 to 3.1×10⁻⁶ at lmax = 4. It also asserts that a zero of the KKR determinant matches the lowest plane-wave band energy within 10⁻⁴ Ry; both are −1.4874 Ry to the digits shown. Finally, it asserts agreement between the zone average and direct inversion of a 125-site cluster, including an s–p element whose sign depends on the Fourier phase. The output shows relative differences of 4.0×10⁻⁸ on-site and 4.9×10⁻⁶ for the nearest neighbour.

## Check in Python

```python
"""Scattering path operator of non-overlapping wells, Rydberg atomic units.

Result under test: tau = (t^-1 - g)^-1 in (site, L) space, and on a lattice
tau(0,R) = average over the Brillouin zone of exp(-i k.R) [t^-1 - g(k)]^-1.
H = -Laplacian + V, z = p^2 with Im p > 0, G0 = -exp(ipr)/(4 pi r).
t: single-site t matrix (bohr); g: free propagation between sites (1/bohr);
tau is defined by v_i delta_ij + v_i G v_j between functions j_l(pr) Y_L.
Each well is v(r) = -depth (1 - r^2/radius^2)^2 inside its radius.
Real harmonics are used, with index L = l^2 + l + m.
"""
import numpy as np
from scipy.special import spherical_jn, lpmv, factorial
from scipy.optimize import brentq

A = 5.0
VOLUME = A**3
LTOP = 4
I_POWERS = np.array([1, 1j, -1, -1j])


def l_of(lmax):
    return np.repeat(np.arange(lmax + 1), 2 * np.arange(lmax + 1) + 1)


def harmonics(vec, lmax):
    r = np.linalg.norm(vec, axis=1)
    cos_t = np.clip(vec[:, 2] / r, -1, 1)
    phi = np.arctan2(vec[:, 1], vec[:, 0])
    out = np.zeros((len(vec), (lmax + 1)**2))
    for l in range(lmax + 1):
        for m in range(l + 1):
            norm = np.sqrt((2*l + 1) / (4*np.pi)
                           * factorial(l - m) / factorial(l + m))
            base = (-1)**m * norm * lpmv(m, l, cos_t)
            if m == 0:
                out[:, l*l + l] = base
            else:
                out[:, l*l + l + m] = np.sqrt(2) * base * np.cos(m*phi)
                out[:, l*l + l - m] = np.sqrt(2) * base * np.sin(m*phi)
    return out


def hankel(lmax, x):
    """Outgoing spherical Hankel functions, by stable upward recursion."""
    x = np.asarray(x, dtype=complex)
    h = [-1j * np.exp(1j*x) / x, -np.exp(1j*x) * (x + 1j) / x**2]
    for l in range(1, lmax):
        h.append((2*l + 1) / x * h[l] - h[l - 1])
    return np.array(h[:lmax + 1])


# Angular quadrature and integrals of three real harmonics
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2*np.pi * np.arange(24) / 24
ct, ph = [x.ravel() for x in np.meshgrid(cos_nodes, phi_nodes, indexing="ij")]
st = np.sqrt(1 - ct**2)
UNIT = np.column_stack([st*np.cos(ph), st*np.sin(ph), ct])
WEIGHT = np.repeat(cos_weights, 24) * 2*np.pi / 24
Y_GRID = harmonics(UNIT, 2*LTOP)
n_top = (LTOP + 1)**2
pairs = (Y_GRID[:, :n_top, None] * Y_GRID[:, None, :n_top]).reshape(len(ct), -1)
GAUNT = (pairs.T @ (WEIGHT[:, None] * Y_GRID)).reshape(n_top, n_top, -1)
la, lb = l_of(LTOP), l_of(2*LTOP)
power = la[:, None, None] - la[None, :, None] - lb[None, None, :]
COUPLING = -4j*np.pi * I_POWERS[power % 4] * GAUNT


def g_free(vec, p, lmax):
    """g_LL'(R) for an array of vectors R = R_j - R_i."""
    n, n2 = (lmax + 1)**2, (2*lmax + 1)**2
    h = hankel(2*lmax, p * np.linalg.norm(vec, axis=1))
    field = p * h[l_of(2*lmax)].T * harmonics(vec, 2*lmax)
    flat = COUPLING[:n, :n, :n2].reshape(n*n, n2)
    return (field @ flat.T).reshape(-1, n, n)


def momentum(z):
    p = np.sqrt(complex(z))
    return p if p.imag > 0 else -p


def radial_series(l, z, depth, radius):
    """Regular solution (r/radius)^l sum_n c_n (r/radius)^(2n)."""
    c = [1.0 + 0j]
    for n in range(1, 60):
        s = (z + depth) * c[n - 1]
        if n > 1:
            s -= 2*depth * c[n - 2]
        if n > 2:
            s += depth * c[n - 3]
        c.append(-radius**2 * s / (2*n * (2*n + 2*l + 1)))
    return np.array(c)


def t_single(l, z, depth, radius):
    p = momentum(z)
    x = p * radius
    c = radial_series(l, z, depth, radius)
    log_der = np.sum((l + 2*np.arange(60)) * c) / np.sum(c) / radius
    h = hankel(l + 1, x)
    dh = p * (l / x * h[l] - h[l + 1])
    dj = p * spherical_jn(l, x, derivative=True)
    return (dj - log_der*spherical_jn(l, x)) / (1j*p*(dh - log_der*h[l]))


def index_ball(radius):
    n = np.arange(-radius, radius + 1)
    m = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    return m[np.sum(m**2, axis=1) <= radius**2]


LATTICE = A * index_ball(10)


def g_lattice(kpts, offset, p, lmax):
    """Sum over R of exp(i k.R) g(R + offset), without a zero vector."""
    vec = LATTICE + offset
    keep = np.linalg.norm(vec, axis=1) > 1e-9
    g = g_free(vec[keep], p, lmax)
    phase = np.exp(1j * kpts @ LATTICE[keep].T)
    return (phase @ g.reshape(len(g), -1)).reshape(len(kpts), *g.shape[1:])


def kkr_matrix(kpts, z, wells, lmax):
    """t^-1 - g(k); wells is a list of (depth, radius, position)."""
    n, p = (lmax + 1)**2, momentum(z)
    mat = np.zeros((len(kpts), n*len(wells), n*len(wells)), dtype=complex)
    for a, (depth, radius, pos_a) in enumerate(wells):
        for b, (_, _, pos_b) in enumerate(wells):
            mat[:, a*n:(a+1)*n, b*n:(b+1)*n] = -g_lattice(
                kpts, pos_b - pos_a, p, lmax)
        t = np.array([t_single(l, z, depth, radius) for l in range(lmax + 1)])
        i = np.arange(a*n, (a+1)*n)
        mat[:, i, i] += 1 / t[l_of(lmax)]
    return mat


def plane_wave_hamiltonian(k, wells, cutoff):
    m = index_ball(cutoff)
    q = k + 2*np.pi/A * m
    n2 = np.sum((m[:, None] - m[None])**2, axis=2)
    ham = np.diag(np.sum(q**2, axis=1)).astype(complex)
    for depth, radius, pos in wells:
        x = 2*np.pi/A * radius * np.sqrt(np.arange(n2.max() + 1))
        shape = np.full(len(x), 1/105)
        shape[1:] = spherical_jn(3, x[1:]) / x[1:]**3
        v_fourier = -32*np.pi * depth * radius**3 * shape
        phase = np.exp(-1j * q @ pos)
        ham += v_fourier[n2] / VOLUME * np.outer(phase, phase.conj())
    return q, ham


def radial_grid(radius):
    x, w = np.polynomial.legendre.leggauss(60)
    return radius*(x + 1)/2, w*radius/2


def tau_from_definition(k, z, wells, lmax, cutoff):
    """Matrix elements of v + v G v with G from plane waves."""
    q, ham = plane_wave_hamiltonian(k, wells, cutoff)
    q_len, y, p = np.linalg.norm(q, axis=1), harmonics(q, lmax), momentum(z)
    left, right, first = [], [], []
    for depth, radius, pos in wells:
        r, w = radial_grid(radius)
        v = -depth * (1 - (r/radius)**2)**2
        phase = np.exp(1j * q @ pos)
        for l in range(lmax + 1):
            jp = spherical_jn(l, p*r)
            radial = spherical_jn(l, np.outer(q_len, r)) @ (w*r*r*v*jp)
            for index in range(l*l, (l + 1)**2):
                common = 4*np.pi * y[:, index] * radial
                left.append(1j**l * common * phase)
                right.append((-1j)**l * common * phase.conj())
                first.append(np.sum(w*r*r*v*jp*jp))
    green = np.linalg.solve(z*np.eye(len(q)) - ham, np.array(right).T)
    return np.diag(first) + np.array(left) @ green / VOLUME


def cluster_tau(half, z, well, lmax):
    """Direct inversion for a cube of sites; returns tau(0,0), tau(0,x)."""
    n, p = (lmax + 1)**2, momentum(z)
    i = np.arange(-half, half + 1)
    sites = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    w = 4*half + 1
    i = np.arange(-2*half, 2*half + 1)
    diff = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    table = np.zeros((len(diff), n, n), dtype=complex)
    nonzero = np.any(diff != 0, axis=1)
    table[nonzero] = g_free(A*diff[nonzero], p, lmax)
    d = sites[None, :] - sites[:, None] + 2*half
    code = (d[..., 0]*w + d[..., 1])*w + d[..., 2]
    size = n*len(sites)
    mat = -table[code].transpose(0, 2, 1, 3).reshape(size, size)
    t = np.array([t_single(l, z, well[0], well[1]) for l in range(lmax + 1)])
    mat[np.arange(size), np.arange(size)] += np.tile(1/t[l_of(lmax)], len(sites))
    tau = np.linalg.inv(mat)
    o = int(np.where(np.all(sites == 0, axis=1))[0][0])
    x = int(np.where(np.all(sites == [1, 0, 0], axis=1))[0][0])
    return tau[o*n:(o+1)*n, o*n:(o+1)*n], tau[o*n:(o+1)*n, x*n:(x+1)*n]


def rel_error(a, b):
    return np.max(np.abs(a - b)) / np.max(np.abs(b))


def show(label, value, unit):
    print(f"{label}: {value.real:.6f} {value.imag:+.6f}i {unit}")


z = 0.5 + 1.0j
p = momentum(z)
well = (6.0, 2.0, np.zeros(3))
print(f"lattice constant: {A:.1f} bohr")
print(f"well depth: {well[0]:.1f} Ry; radius: {well[1]:.1f} bohr")
show("energy z", z, "Ry")
show("momentum p", p, "1/bohr")

# Single-site t: matching against its defining radial integral
r, w = radial_grid(well[1])
v = -well[0] * (1 - (r/well[1])**2)**2
t_error = 0
for l in range(LTOP + 1):
    t = t_single(l, z, well[0], well[1])
    c = radial_series(l, z, well[0], well[1])
    x = p*well[1]
    edge = spherical_jn(l, x) - 1j*p*t*hankel(l + 1, x)[l]
    wave = edge/np.sum(c) * (r/well[1])**l * np.polyval(c[::-1], (r/well[1])**2)
    integral = np.sum(w*r*r*spherical_jn(l, p*r)*v*wave)
    t_error = max(t_error, abs(integral/t - 1))
    if l < 3:
        show(f"t, l={l}", t, "bohr")
assert t_error < 1e-7
print(f"t: largest relative error against integral: {t_error:.1e}")

# Free propagation: double surface quadrature about two centres
separation = np.array([3.0, 2.0, 4.0])
b1, b2 = 1.5, 1.0
distance = np.linalg.norm(b1*UNIT[:, None] - b2*UNIT[None] - separation, axis=2)
kernel = -np.exp(1j*p*distance) / (4*np.pi*distance)
yw = WEIGHT[:, None] * Y_GRID[:, :9]
direct = yw.T @ kernel @ yw
j1 = np.array([spherical_jn(l, p*b1) for l in range(3)])[l_of(2)]
j2 = np.array([spherical_jn(l, p*b2) for l in range(3)])[l_of(2)]
expanded = j1[:, None] * g_free(separation[None], p, 2)[0] * j2
g_error = rel_error(expanded, direct)
assert g_error < 1e-8
print(f"g: relative error against surface quadrature: {g_error:.1e}")

# Two different wells per cell: full definition against the KKR inverse
k = np.array([0.3, 0.2, 0.1])
two_wells = [well, (3.0, 1.5, np.full(3, A/2))]
print("test k point:", k, "1/bohr")
print(f"second well: {two_wells[1][0]:.1f} Ry, {two_wells[1][1]:.1f} bohr")
reference = tau_from_definition(k, z, two_wells, 1, 7)
errors = []
for lmax in range(1, LTOP + 1):
    tau = np.linalg.inv(kkr_matrix(k[None], z, two_wells, lmax)[0])
    n = (lmax + 1)**2
    sp = np.r_[0:4, n:n+4]
    errors.append(rel_error(tau[np.ix_(sp, sp)], reference))
    print(f"two-well tau(k), lmax={lmax}: relative error {errors[-1]:.1e}")
show("two-well tau(k) AB ss, KKR", tau[0, n], "bohr")
show("two-well tau(k) AB ss, definition", reference[0, 4], "bohr")
assert errors[-1] < 2e-4 and errors[-1] < 0.1*errors[0]

# A pole of tau(k) is a Bloch energy
_, ham = plane_wave_hamiltonian(k, [well], 6)
band = np.linalg.eigvalsh(ham)[0]


def determinant(energy):
    return np.linalg.det(kkr_matrix(k[None], energy, [well], 3)[0]).real


root = brentq(determinant, band - 0.02, band + 0.02, xtol=1e-9)
assert abs(root - band) < 1e-4
print(f"lowest band, plane waves: {band:.6f} Ry")
print(f"lowest band, KKR determinant: {root:.6f} Ry")

# Zone integral: mesh convergence, then comparison with finite clusters
hop = np.array([A, 0, 0])
for mesh in (2, 4, 6, 10):
    i = np.arange(mesh)
    grid = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    kpts = 2*np.pi/A * grid / mesh
    tau_k = np.linalg.inv(kkr_matrix(kpts, z, [well], 2))
    tau00 = tau_k.mean(axis=0)
    tau01 = np.einsum("k,kab->ab", np.exp(-1j*kpts @ hop), tau_k) / len(kpts)
    show(f"tau(0,x) ss, mesh {mesh}^3", tau01[0, 0], "bohr")

X = 3  # index of the p_x harmonic
g01 = g_free(hop[None], p, 2)[0]
t0 = t_single(0, z, well[0], well[1])
show("g(x) ss", g01[0, 0], "1/bohr")
show("single hop t g t, ss", t0*g01[0, 0]*t0, "bohr")
show("tau(0,0) ss", tau00[0, 0], "bohr")
show("tau(0,0) px,px", tau00[X, X], "bohr")
show("tau(0,x) s,px", tau01[0, X], "bohr")
show("tau(0,x) px,s", tau01[X, 0], "bohr")
show("tau(0,x) px,px", tau01[X, X], "bohr")

cluster_errors = []
for half in (1, 2):
    c00, c01 = cluster_tau(half, z, well, 2)
    e00, e01 = rel_error(c00, tau00), rel_error(c01, tau01)
    cluster_errors.append(e01)
    print(f"cluster of {(2*half+1)**3} sites: relative difference "
          f"{e00:.1e} on-site, {e01:.1e} neighbour")
show("tau(0,x) ss, largest cluster", c01[0, 0], "bohr")
show("tau(0,x) s,px, largest cluster", c01[0, X], "bohr")
# The remaining difference is the missing reflection from outside the cube.
assert e00 < 1e-4 and e01 < 5e-4
assert cluster_errors[1] < 0.2*cluster_errors[0]
# The s-p element is odd in R, so a wrong Fourier phase would be detected.
assert abs(tau01[0, X]) > 100*abs(c01[0, X] - tau01[0, X])
print("tests ok")
```

Printed output:

```
lattice constant: 5.0 bohr
well depth: 6.0 Ry; radius: 2.0 bohr
energy z: 0.500000 +1.000000i Ry
momentum p: 0.899454 +0.555893i 1/bohr
t, l=0: -0.317328 -1.906246i bohr
t, l=1: -0.161839 -0.936137i bohr
t, l=2: 0.024125 -0.051121i bohr
t: largest relative error against integral: 9.9e-14
g: relative error against surface quadrature: 2.2e-12
test k point: [0.3 0.2 0.1] 1/bohr
second well: 3.0 Ry, 1.5 bohr
two-well tau(k), lmax=1: relative error 5.9e-04
two-well tau(k), lmax=2: relative error 2.3e-04
two-well tau(k), lmax=3: relative error 2.0e-05
two-well tau(k), lmax=4: relative error 3.1e-06
two-well tau(k) AB ss, KKR: 0.122674 +0.146812i bohr
two-well tau(k) AB ss, definition: 0.122672 +0.146811i bohr
lowest band, plane waves: -1.487414 Ry
lowest band, KKR determinant: -1.487413 Ry
tau(0,x) ss, mesh 2^3: -0.048224 -0.084370i bohr
tau(0,x) ss, mesh 4^3: -0.024649 -0.039727i bohr
tau(0,x) ss, mesh 6^3: -0.024449 -0.039743i bohr
tau(0,x) ss, mesh 10^3: -0.024448 -0.039744i bohr
g(x) ss: 0.002650 +0.012128i 1/bohr
single hop t g t, ss: -0.024036 -0.039644i bohr
tau(0,0) ss: -0.314423 -1.902453i bohr
tau(0,0) px,px: -0.162051 -0.937713i bohr
tau(0,x) s,px: 0.040416 -0.017685i bohr
tau(0,x) px,s: -0.040416 +0.017685i bohr
tau(0,x) px,px: -0.010003 -0.040312i bohr
cluster of 27 sites: relative difference 1.1e-05 on-site, 1.2e-03 neighbour
cluster of 125 sites: relative difference 4.0e-08 on-site, 4.9e-06 neighbour
tau(0,x) ss, largest cluster: -0.024449 -0.039744i bohr
tau(0,x) s,px, largest cluster: 0.040416 -0.017685i bohr
tests ok
```
